# Closure of the CCSD Equations with FCI Triples and Quadruples

Coupled-cluster theory with single and double excitations (CCSD) is in general not exact when more than two electrons are correlated. For HCl at 2.4 angstrom, in the model space described below, its energy lies 0.046 eV above full configuration interaction (FCI). The missing quantities are higher cluster amplitudes, but it is not obvious how many of them are needed. The doubles equations contain triples and quadruples, the triples equations contain quintuples, and so on up the hierarchy. If an outside calculation supplies triples and quadruples, does an error remain because quintuples and higher amplitudes were left out?

None remains. The singles and doubles equations contain no amplitude beyond quadruples. With the FCI triples and quadruples inserted, the FCI singles and doubles solve them and give the FCI energy. Two points need care: which quantities must be inserted, and whether a solver finds this solution among the roots of a nonlinear system.

## Reference, rank and cluster operator

Let $|\Phi\rangle$ be a normalized determinant of $N$ electrons. Its occupied orbitals are $i,j,\dots$ and the empty ones are $a,b,\dots$. The orbitals are orthonormal but need not be Hartree–Fock orbitals. The algebra is in atomic units. The Hamiltonian $H$ conserves particle number and has one- and two-body terms.

The rank of a determinant is its number of electrons in orbitals empty in $\Phi$. An excitation operator $\tau_\mu$ of rank $n$ is a product of $n$ creators $a_a^\dagger$ and $n$ annihilators $a_i$, with its sign chosen so that $\tau_\mu|\Phi\rangle=|\mu\rangle$. All these factors anticommute with each other, and each $\tau_\mu$ has an even number of them. Hence

$$[\tau_\mu,\tau_\nu]=0. \tag{1}$$

Let $\Psi$ be an FCI eigenstate with energy $E$ and $\langle\Phi|\Psi\rangle\neq0$. We scale it so that $\langle\Phi|\Psi\rangle=1$ and write

$$|\Psi\rangle=(1+C)|\Phi\rangle,\qquad C=C_1+C_2+\dots+C_N, \tag{2}$$

where $C_n$ collects the excitations of rank $n$. Since $C$ raises the rank by at least one and the rank cannot exceed $N$, $C^{N+1}=0$. The series

$$T=\ln(1+C)=C-\tfrac12C^2+\tfrac13C^3-\tfrac14C^4+\dots \tag{3}$$

is therefore finite, and by (1) it can be handled like a series in an ordinary number. It follows that $|\Psi\rangle=e^T|\Phi\rangle$ with $T=T_1+\dots+T_N$.

We now collect equal ranks in (3). At rank 3, $C^2$ contributes $2C_1C_2$ and $C^3$ contributes $C_1^3$. At rank 4, $C^2$ contributes $2C_1C_3+C_2^2$, $C^3$ contributes $3C_1^2C_2$, and $C^4$ contributes $C_1^4$. With the prefactors of (3),

$$\begin{aligned}
T_1&=C_1,\qquad T_2=C_2-\tfrac12C_1^2,\\
T_3&=C_3-C_1C_2+\tfrac13C_1^3,\\
T_4&=C_4-C_1C_3-\tfrac12C_2^2+C_1^2C_2-\tfrac14C_1^4 .
\end{aligned}\tag{4}$$

This step fails if $\langle\Phi|\Psi\rangle=0$. If the overlap is merely small, (4) still holds, but scaling $\Psi$ to unit overlap makes the coefficients large.

## The exact equations

Multiply $(H-E)e^T|\Phi\rangle=0$ from the left by $e^{-T}$:

$$\bar H|\Phi\rangle=E|\Phi\rangle,\qquad \bar H=e^{-T}He^{T}. \tag{5}$$

Projection on $\Phi$ and on the excited determinants gives

$$E=\langle\Phi|\bar H|\Phi\rangle,\qquad \langle\mu|\bar H|\Phi\rangle=0\quad\text{for every excited }\mu. \tag{6}$$

To see which amplitudes enter, define $F(\lambda)=e^{-\lambda T}He^{\lambda T}$. Its derivative is $F'(\lambda)=e^{-\lambda T}[H,T]e^{\lambda T}$, and each further derivative adds one more commutator with $T$. Because $T$ is nilpotent, $F$ is a polynomial in $\lambda$, so its Taylor series about $\lambda=0$ is finite. At $\lambda=1$ it reads

$$\bar H=H+[H,T]+\tfrac1{2!}[[H,T],T]+\tfrac1{3!}[[[H,T],T],T]+\dots \tag{7}$$

Insert $T=\sum_nT_n$ and use the shorthand

$$H_{n}=[H,T_n],\qquad H_{nm}=[[H,T_n],T_m],\quad\text{and so on.} \tag{8}$$

The order of the indices does not matter: the Jacobi identity gives $H_{nm}-H_{mn}=[H,[T_n,T_m]]$, which vanishes by (1).

## Which clusters reach which equation

A two-body term of $H$ has two annihilators, so it can remove at most two electrons from the orbitals empty in $\Phi$. Thus $H$ lowers the rank by at most two. Each $T_n$ raises it by $n$. When the commutator $H_{n_1n_2\dots n_k}$ is multiplied out, every term contains the same operators in some order. Acting on $\Phi$, which has rank zero, each term gives determinants of rank at least $n_1+\dots+n_k-2$. A projection on rank $m$ can therefore be nonzero only if

$$n_1+n_2+\dots+n_k\le m+2. \tag{9}$$

**Energy, $m=0$.** The sum of ranks is at most 2, which admits $H$, $H_1$, $H_2$ and $H_{11}$. Since $\langle\Phi|T_n=0$, only the ordering with $H$ on the left survives in each commutator:

$$E=\langle\Phi|H\left(1+T_1+T_2+\tfrac12T_1^2\right)|\Phi\rangle. \tag{10}$$

**Singles, $m=1$.** The sum is at most 3. The factor of $H_{12}$ is $\tfrac1{2!}$ times the two orderings of $T_1$ and $T_2$, which is 1. For every singly excited determinant $S$,

$$\begin{aligned}
0=\langle S|\,&H+H_1+H_2+\tfrac12H_{11}+H_{12}+\tfrac16H_{111}|\Phi\rangle\\
&+\langle S|H_3|\Phi\rangle .
\end{aligned}\tag{11}$$

The first line is the CCSD expression. In the second, $T_3H|\Phi\rangle$ has rank 3 or more, so $\langle S|H_3|\Phi\rangle=\langle S|HT_3|\Phi\rangle$.

**Doubles, $m=2$.** The sum is at most 4. The factor of $H_{112}$ is $\tfrac1{3!}$ times the three positions of $T_2$, which is $\tfrac12$. For every doubly excited determinant $D$,

$$\begin{aligned}
0=\langle D|\,&H+H_1+H_2+\tfrac12H_{11}+H_{12}+\tfrac12H_{22}\\
&+\tfrac16H_{111}+\tfrac12H_{112}+\tfrac1{24}H_{1111}|\Phi\rangle\\
&+\langle D|H_3+H_4+H_{13}|\Phi\rangle .
\end{aligned}\tag{12}$$

The first two lines are again the CCSD expression. To simplify the third, expand

$$H_{13}=HT_1T_3-T_1HT_3-T_3HT_1+T_3T_1H. \tag{13}$$

The last two terms have $T_3$ on the left, so they produce rank 3 or more and drop out. The same argument removes $T_3H$ and $T_4H$ from $H_3$ and $H_4$. The terms added to CCSD in (12) are

$$\langle D|HT_3+HT_4+HT_1T_3-T_1HT_3|\Phi\rangle. \tag{14}$$

The triples equations have $m=3$, and (9) then admits $H_5$. When excitations of rank 5 exist, closure with $T_3$ and $T_4$ thus holds for the singles and doubles equations but in general not for the triples equations.

## The externally corrected system

Fix $T_3$ and $T_4$ at their FCI values from (4), and regard $T_1$ and $T_2$ as unknown. Equations (11) and (12) are then as many equations as there are unknown amplitudes, one for each single and double excitation, and nothing else in them is undetermined.

The FCI amplitudes satisfy all equations (6), including those projected on $S$ and $D$. By (9), these are (11) and (12), whatever the values of $T_5,\dots,T_N$. Hence the FCI $T_1$ and $T_2$ solve the externally corrected system, and (10) turns them into the FCI energy. The higher clusters are not small by assumption; they are absent from the equations. They matter indirectly, because in the FCI state they are coupled to the values of $T_3$ and $T_4$.

For two electrons $T_3=T_4=0$, and the result says that CCSD is exact in the chosen orbital space. For four electrons $T$ ends at $T_4$. From five electrons on, clusters are really omitted, provided there are enough empty orbitals for rank 5 to exist.

## Is the solution isolated?

Equations (11) and (12) are polynomial and may have several roots. The argument so far shows that the FCI amplitudes are one of them. A nonsingular Jacobian shows that they cannot be displaced continuously into other solutions; a singular one leaves the question open.

From here on let $T=T_1+T_2+T_3+T_4$, and let $R_\mu=\langle\mu|\bar H|\Phi\rangle$ for $\mu$ among the singles and doubles. By (1), the derivative of $e^{T}$ with respect to an amplitude $t_\nu$ is $\tau_\nu e^{T}$, so

$$J_{\mu\nu}=\frac{\partial R_\mu}{\partial t_\nu}
=\langle\mu|e^{-T}H\tau_\nu e^{T}|\Phi\rangle-\langle\mu|\tau_\nu\bar H|\Phi\rangle. \tag{15}$$

At the solution $\bar H|\Phi\rangle$ equals $E|\Phi\rangle$ plus determinants of rank 3 or more. The latter stay outside the singles and doubles when $\tau_\nu$ acts, so the last term is $E\langle\mu|\tau_\nu|\Phi\rangle=E\langle\mu|e^{-T}\tau_\nu e^T|\Phi\rangle$. Therefore

$$J_{\mu\nu}=\langle\mu|e^{-T}(H-E)\tau_\nu e^{T}|\Phi\rangle. \tag{16}$$

If the smallest singular value $\sigma_{\min}$ of $J$ is positive, the inverse function theorem guarantees that no other root lies in some neighbourhood of the FCI root. This is a local statement. An iteration started far away may still reach a different root or fail to converge.

The Jacobian also measures sensitivity. Suppose the supplied $T_3$ and $T_4$ contain small errors that change the residuals at the FCI $T_1,T_2$ by $\delta R$. To first order the solution moves by

$$\delta t=-J^{-1}\delta R,\qquad \|\delta t\|\le\|\delta R\|/\sigma_{\min}. \tag{17}$$

By (10) the energy depends on $t$ with a gradient that is in general nonzero. The energy error is then linear in the errors of $T_3$ and $T_4$, and it can have either sign.

## A truncated source returns its own energy

The argument can be repeated with weaker assumptions. Let a source wavefunction $(1+C)|\Phi\rangle$ with energy $E_s$ satisfy the CI equations only for ranks 0, 1 and 2:

$$\langle\mu|(H-E_s)(1+C)|\Phi\rangle=0,\qquad \text{rank}(\mu)\le2. \tag{18}$$

Compute $T_1,\dots,T_4$ from (4). Then $e^{T_1+\dots+T_4}|\Phi\rangle$ agrees with $(1+C)|\Phi\rangle$ through rank 4. Since $H$ lowers the rank by at most two, higher ranks cannot contribute to (18), and we may replace $1+C$ by $e^T$. Next, $e^{-T}$ never lowers the rank, so $\langle\mu|e^{-T}$ is a combination of bras of rank no higher than that of $\mu$. For each of these bras (18) holds, which gives

$$\langle\mu|e^{-T}(H-E_s)e^{T}|\Phi\rangle=0,\qquad \text{rank}(\mu)\le2. \tag{19}$$

For singles and doubles the term with $E_s$ vanishes, and (19) is the externally corrected system. For $\mu=\Phi$ it says that the energy is $E_s$.

CI with all excitations through quadruples (CISDTQ) satisfies (18), because its energy is stationary with respect to every coefficient of rank 0 to 4. Its $T_3$ and $T_4$ therefore return the CISDTQ energy, not the FCI energy. In both cases the calculation reproduces what the source already knew, so an exact source saves no work. As long as the solver reaches the root formed by the source's own $T_1$ and $T_2$, a gain over the source requires either a source that violates (18) or amplitudes that differ from those of (4), for example because some of them are discarded. If the supplied $T_3$ and $T_4$ are close to the FCI values, (17) governs the remaining error.

## Stretched HCl

The example is HCl at 2.4 angstrom, with restricted Hartree–Fock (RHF) orbitals in the 6-31G basis. The chlorine core and the lowest valence orbital, mainly Cl 3s, stay doubly occupied. The other six electrons, three of each spin, are distributed over nine orbitals, which gives $84^2=7056$ determinants. FCI here means full CI in this space. It leaves out correlation of the frozen electrons, the incompleteness of the basis, and relativity. The numbers below belong to this space and are not converged values for HCl: the CCSD error of 0.046 eV becomes 0.069 eV when the Cl 3s electrons are correlated as well, and 0.19 eV in the 6-31G* basis with the same frozen orbitals.

The FCI energy is $-12516.697$ eV ($-459.98012$ hartree) and the RHF energy is $-12513.914$ eV. The correlation energy in this space is

$$-12516.697-(-12513.914)=-2.783\ \text{eV}. \tag{20}$$

The reference has a weight of 0.79 in the FCI state, so $T$ exists. With six electrons there are also quintuples and sextuples. The norms of the amplitude vectors $T_3$ to $T_6$ are $3.0\times10^{-2}$, $4.2\times10^{-3}$, $4.9\times10^{-4}$ and $7.0\times10^{-5}$.

The first check takes the FCI amplitudes, deletes the highest clusters step by step, and evaluates $\bar H|\Phi\rangle$ in the whole determinant space. The residual norms in eV are:

| Clusters kept | Singles | Doubles | Triples |
|---|---|---|---|
| $T_1$ to $T_6$ | $<10^{-12}$ | $<10^{-12}$ | $<10^{-12}$ |
| $T_1$ to $T_4$ | $<10^{-12}$ | $<10^{-12}$ | 0.0036 |
| $T_1$ to $T_3$ | $<10^{-12}$ | 0.027 | 0.022 |
| $T_1$ to $T_2$ | 0.083 | 0.19 | 1.6 |

Without $T_5$ and $T_6$ the singles and doubles equations still hold, while the triples equations do not. Without $T_4$ the doubles equations fail and the singles equations survive, as (11) and (12) require.

The second check solves for the 450 singles and doubles amplitudes, starting from zero. Energies relative to FCI are:

| Supplied from FCI | Energy error (eV) |
|---|---|
| nothing (CCSD) | 0.0456 |
| $T_3$ | 0.0050 |
| $T_3$ and $T_4$ | below $10^{-9}$ in magnitude |

The CCSD error is $0.0456/2.783=1.6\%$ of the correlation energy. Supplying $T_3$ removes $0.0456-0.0050=0.0406$ eV, or 89% of it, and adding $T_4$ removes the rest. In the last case the amplitudes agree with their FCI values to about $10^{-11}$.

The smallest singular value of the Jacobian is 0.91 eV, so the FCI root is isolated here. It also limits the effect of dropping $T_4$. The doubles residual is then 0.027 eV and the singles residual is unchanged, so to first order (17) gives $\|\delta t\|\le0.027/0.91=0.030$. The bound is far from tight: the actual shift is 0.0009. The value 0.91 eV belongs to a direction that is odd under exchange of the two spins; among spin-symmetric directions the smallest singular value is 1.03 eV.

The CISDTQ energy lies 0.0014 eV above FCI. With $T_3$ and $T_4$ from CISDTQ, the corrected calculation gives the CISDTQ energy to within $10^{-9}$ eV and keeps the 0.0014 eV error. The source has $C_5=C_6=0$, and this omission of the determinants of rank 5 and 6 enters through the supplied amplitudes, not through the equations.

## Why CI coefficients cannot be inserted

Expanding $e^T$ and collecting rank 4 gives the inverse of the last line of (4):

$$C_4=T_4+T_1T_3+\tfrac12T_2^2+\tfrac12T_1^2T_2+\tfrac1{24}T_1^4. \tag{21}$$

Equation (12) already contains the products of lower clusters, for instance the term $\tfrac12HT_2^2$ in the expansion of $\tfrac12H_{22}$. Putting $C_4$ in the place of $T_4$ would count them again. Likewise, $C_3$ contains $T_1T_2+\tfrac16T_1^3$ in addition to $T_3$.

For the quadruples the difference is large in the example: the norm of $C_4$ is 0.044 and that of $T_4$ is 0.0042, smaller by a factor of about ten. If $C_3$ and $C_4$ replace $T_3$ and $T_4$ at the FCI singles and doubles, the combined singles and doubles residual is 0.32 eV. With no triples or quadruples at all it is $\sqrt{0.0833^2+0.186^2}=0.20$ eV, with the residuals of the first table taken to three figures. By this measure, the wrong correction violates the equations more than no correction does, and solving the equations with $C_3$ and $C_4$ gives an energy 0.092 eV below FCI. The damage comes mainly from $C_4$: with $C_3$ and the correct $T_4$ the residual is 0.15 eV and the energy lies 0.003 eV below FCI.

The numerical check accompanying this section also compares the $T_3$ term of (11) and the terms (14) with the change of the full similarity transformation when $T_3$ and $T_4$ are added at random $T_1$ and $T_2$, and (16) with finite differences.

## Computed results

```
H-Cl distance: 2.40 angstrom
correlated electrons, orbitals: 6, 9
determinants: 7056; singles+doubles unknowns: 450
determinants of rank 0..6: 1 36 414 1660 2745 1800 400
E(RHF): -12513.91405 eV
E(FCI): -12516.69660 eV
E(FCI): -459.98011597 hartree
FCI correlation energy: -2.78255 eV
weight of reference in FCI: 0.7855
rank 1: norm of C 1.604e-01, norm of T 1.604e-01
rank 2: norm of C 4.943e-01, norm of T 5.045e-01
rank 3: norm of C 3.244e-02, norm of T 2.973e-02
rank 4: norm of C 4.388e-02, norm of T 4.165e-03
rank 5: norm of C 3.955e-03, norm of T 4.884e-04
rank 6: norm of C 1.862e-03, norm of T 6.960e-05
Residual norms at the FCI amplitudes (singles, doubles, triples):
 T1..T6 kept: 6.48e-14 5.74e-14 2.12e-14 eV
 T1..T4 kept: 6.48e-14 5.74e-14 3.62e-03 eV
 T1..T3 kept: 6.48e-14 2.71e-02 2.24e-02 eV
 T1..T2 kept: 8.33e-02 1.86e-01 1.58e+00 eV
explicit T3,T4 terms, random T1,T2: error 1.5e-14 eV
 norm of T3 term in singles: 8.333e-02 eV
 norm of T3,T4 terms in doubles: 1.869e-01 eV
E(CCSD): -12516.65102 eV
CCSD minus library CCSD: -7.4e-09 eV
CCSD minus FCI: 0.045583 eV
with FCI T3 only, minus FCI: 0.005018 eV
E(with FCI T3 and T4): -12516.69660 eV
with FCI T3 and T4, minus FCI: -5.3e-11 eV
largest T1,T2 deviation from FCI: 9.8e-12
largest T1,T2 deviation of CCSD from FCI: 0.0085
iterations (CCSD, T3 only, T3 and T4): 17, 17, 17
smallest singular value of Jacobian: 0.9129 eV
Jacobian against finite difference: 6.2e-10 eV
CISDTQ minus FCI: 1.420e-03 eV
with CISDTQ T3,T4, minus CISDTQ: -5.3e-11 eV
with CISDTQ T3,T4, minus FCI: 1.420e-03 eV
residual if C3,C4 replace T3,T4: 0.3189 eV
```
